\section*{One spectral function for time-ordered, retarded and Matsubara self-energies}

Consider fermions with Hamiltonian $H$, particle number $N$ and one-body matrix $h$, in equilibrium at temperature $T$ and chemical potential $\mu$. We set $\hbar=k_{\rm B}=1$ and $\beta=1/T$; energies in the example are in Ry. The density operator is $\rho=e^{-\beta K}/Z$ with $K=H-\mu N$. Real-time operators evolve with $H$, so frequencies are absolute energies, not energies measured from $\mu$. With $c_i(t)=e^{iHt}c_ie^{-iHt}$, define
\begin{align}
G^>_{ij}(t)&=-i\langle c_i(t)c_j^\dagger\rangle, &
G^<_{ij}(t)&=i\langle c_j^\dagger c_i(t)\rangle,\\
G^{R}&=\theta(t)(G^>-G^<), &
G^{\rm t}&=\theta(t)G^>+\theta(-t)G^< .
\end{align}
The superscript t means time-ordered. Fourier transforms are $\int dt\,e^{i\omega t}(\ldots)$. The Matsubara function is
\begin{equation}
G_{ij}(i\omega_n)=-\int_0^\beta d\tau\,e^{i\omega_n\tau}
\langle e^{K\tau}c_ie^{-K\tau}c_j^\dagger\rangle,\qquad
\omega_n=(2n+1)\pi T .
\end{equation}
For matrices, ``Re'' and ``Im'' denote the Hermitian part and the anti-Hermitian part divided by $i$.

Start with a finite system. Let $|a\rangle,|b\rangle$ be eigenstates with $N_b=N_a+1$, probabilities $p_a,p_b$ and $d_{ab}=E_b-E_a$. Inserting them in $G^>$ gives terms with weight $p_a$, and in $G^<$ the same matrix elements with weight $p_b$. Since $p_b/p_a=e^{-\beta(d_{ab}-\mu)}$, we have $p_b=f(d_{ab})(p_a+p_b)$, with $f(\omega)=1/(e^{\beta(\omega-\mu)}+1)$. Put
\begin{equation}
U_{i,ab}=\langle a|c_i|b\rangle\sqrt{p_a+p_b},\qquad
A(\omega)=\sum_{ab}U_{ab}U_{ab}^\dagger\,\delta(\omega-d_{ab}),
\end{equation}
where $U_{ab}$ is a column of $U$. Then
\begin{equation}
G^<(\omega)=2\pi i fA,\qquad G^>(\omega)=-2\pi i(1-f)A .
\label{eq:kms}
\end{equation}
The retarded transform of each exponential gives $1/(\omega+i0-d_{ab})$. In the Matsubara integral, $e^{i\omega_n\beta}=-1$ gives
\begin{equation}
-p_a\frac{-e^{-\beta(d_{ab}-\mu)}-1}{i\omega_n+\mu-d_{ab}}
=\frac{p_a+p_b}{\mu+i\omega_n-d_{ab}} .
\end{equation}
Both functions are therefore values of
\begin{equation}
G(z)=U(z-D)^{-1}U^\dagger,\qquad D={\rm diag}(d_{ab}),
\end{equation}
at $z=\omega+i0$ and $z=\mu+i\omega_n$. Their self-energies are values of $\Sigma(z)=z-h-G(z)^{-1}$.

The spectral form of $\Sigma$ follows from a block inversion. The anticommutator gives $(UU^\dagger)_{ij}=\langle\{c_i,c_j^\dagger\}\rangle=\delta_{ij}$, so the rows of $U$ are orthonormal. Complete them to a full basis with orthonormal rows $Q$, chosen so that $QDQ^\dagger={\rm diag}(x_s)$, and let $R=UDQ^\dagger$. In this basis the first block column $(a,b)$ of $(z-D)^{-1}$ satisfies
\begin{align}
(z-UDU^\dagger)a-Rb&=1,\\
-R^\dagger a+(z-x)b&=0 .
\end{align}
The second line gives $b=(z-x)^{-1}R^\dagger a$. Since $a=G(z)$, the first becomes
\begin{equation}
G(z)^{-1}=z-UDU^\dagger-R(z-x)^{-1}R^\dagger .
\end{equation}
Comparison with the definition of $\Sigma$ yields
\begin{equation}
\Sigma(z)=\Sigma_\infty+\int d\omega'\,\frac{\Gamma(\omega')}{z-\omega'},
\quad
\Gamma(\omega)=\sum_s r_sr_s^\dagger\,\delta(\omega-x_s)\ge0,
\label{eq:spectral}
\end{equation}
where $r_s$ is a column of $R$ and $\Sigma_\infty=UDU^\dagger-h$. Positivity is thus a consequence of $D$ being Hermitian.

The static part has a direct meaning. Because $\langle a|[c_i,H]|b\rangle=d_{ab}\langle a|c_i|b\rangle$, we have $(UDU^\dagger)_{ij}=\langle\{[c_i,H],c_j^\dagger\}\rangle$, and the one-body part of $H$ contributes $h_{ij}$. For the interaction $\frac12\sum_{kl}V_{kl}n_kn_l$ with $V$ symmetric and $V_{kk}=0$, the commutator is $\sum_kV_{ik}n_kc_i$. Using $\{n_kc_i,c_j^\dagger\}=n_k\delta_{ij}-\delta_{kj}c_j^\dagger c_i$,
\begin{equation}
(\Sigma_\infty)_{ij}=\delta_{ij}\sum_kV_{ik}\langle n_k\rangle
-V_{ij}\langle c_j^\dagger c_i\rangle .
\end{equation}
This is the Hartree--Fock expression, evaluated with the density matrix of the interacting system.

We now take the limit of a large system, in which the poles $x_s$ merge and $\Gamma$ becomes continuous, before letting the infinitesimal in $\omega+i0$ vanish. We assume that $\Gamma$ is integrable and has no delta peak at $\mu$. The last condition can fail: if a single level has $G=\frac12/(z-\mu-u)+\frac12/(z-\mu+u)$, then $G^{-1}=z-\mu-u^2/(z-\mu)$, and $\Sigma$ has a pole exactly at $\mu$. The sign change derived below is then not defined by continuity.

From $1/(x+i0)=P(1/x)-i\pi\delta(x)$ and eq.~(\ref{eq:spectral}),
\begin{equation}
\Sigma^R(\omega)=\Sigma_\infty+P\!\int d\omega'\frac{\Gamma(\omega')}{\omega-\omega'}-i\pi\Gamma(\omega).
\label{eq:ret}
\end{equation}
Hence ${\rm Im}\,\Sigma^R=-\pi\Gamma\le0$ on both sides of $\mu$. The function $F(z)=\Sigma(z)-\Sigma_\infty$ is analytic in the upper half-plane and falls off as $1/z$. Integrate $F(z')/(z'-\omega)$ along the real axis, passing above $\omega$ on a small semicircle, and close the contour at infinity in the upper half-plane. Nothing is enclosed, the large arc gives zero, and the clockwise semicircle gives $-i\pi F^R(\omega)$. Thus
\begin{equation}
P\!\int d\omega'\frac{F^R(\omega')}{\omega'-\omega}=i\pi F^R(\omega).
\end{equation}
Its two parts are the Kramers--Kronig relations for the retarded function:
\begin{align}
{\rm Re}\,\Sigma^R(\omega)-\Sigma_\infty&=\frac1\pi P\!\int d\omega'\,
\frac{{\rm Im}\,\Sigma^R(\omega')}{\omega'-\omega},\label{eq:kkr}\\
{\rm Im}\,\Sigma^R(\omega)&=-\frac1\pi P\!\int d\omega'\,
\frac{{\rm Re}\,\Sigma^R(\omega')-\Sigma_\infty}{\omega'-\omega}.\label{eq:kki}
\end{align}

The time-ordered self-energy needs more care, because at $T>0$ the function $G^{\rm t}$ does not obey a closed Dyson equation. In real-time perturbation theory, internal times run forward on one branch and back on another, and the return branch contributes a minus sign. With $\tau_3={\rm diag}(1,-1)$ in branch space,
\begin{equation}
\hat G=\begin{pmatrix}G^{\rm t}&G^<\\G^>&G^{\bar{\rm t}}\end{pmatrix},\qquad
\hat G^{-1}=(\omega-h)\tau_3-\tau_3\hat\Sigma\tau_3 ,
\label{eq:contour}
\end{equation}
where $G^{\bar{\rm t}}=\theta(-t)G^>+\theta(t)G^<$. This equation defines $\hat\Sigma$; its upper left element is $\Sigma^{\rm t}$ and its upper right element is $\Sigma^<$. With $G^A=(G^R)^\dagger$ in frequency space, the definitions give
\begin{equation}
G^{\rm t}=G^R+G^<,\qquad
G^{\bar{\rm t}}=G^>-G^R=G^<-G^A .
\end{equation}
Let $(X,Y)$ be the first row of $\hat G^{-1}$. Then $XG^{\rm t}+YG^>=1$ and $XG^<+YG^{\bar{\rm t}}=0$. Subtracting the second equation from the first, and rewriting the second,
\begin{align}
(X+Y)G^R&=1,\\
(X+Y)G^<&=YG^A .
\end{align}
Therefore $Y=(G^R)^{-1}G^<(G^A)^{-1}$ and $X=(G^R)^{-1}-Y$. By eq.~(\ref{eq:contour}), $X=\omega-h-\Sigma^{\rm t}$ and $Y=\Sigma^<$, so
\begin{equation}
\Sigma^{\rm t}=\Sigma^R+\Sigma^< .
\end{equation}
To evaluate $\Sigma^<$, insert $G^<=2\pi ifA$ and $A=(i/2\pi)(G^R-G^A)$:
\begin{align}
(G^R)^{-1}A(G^A)^{-1}
&=\frac{i}{2\pi}\left[(G^A)^{-1}-(G^R)^{-1}\right]\nonumber\\
&=\frac{i}{2\pi}(\Sigma^R-\Sigma^A)
=\frac{i}{2\pi}(-2\pi i\Gamma)=\Gamma .
\end{align}
The infinitesimal difference between $\omega+i0$ and $\omega-i0$ has been dropped in the limit. Hence $\Sigma^<=2\pi if\Gamma$. Since $-\pi+2\pi f=-\pi(1-2f)$ and $1-2f=\tanh[\beta(\omega-\mu)/2]$,
\begin{equation}
\Sigma^{\rm t}(\omega)=\Sigma_\infty+P\!\int d\omega'\frac{\Gamma(\omega')}{\omega-\omega'}
-i\pi\tanh\!\left[\frac{\omega-\mu}{2T}\right]\Gamma(\omega).
\label{eq:ordered}
\end{equation}

The real parts of $\Sigma^{\rm t}$ and $\Sigma^R$ agree. The imaginary part of $\Sigma^{\rm t}$ is positive below $\mu$ and negative above it wherever $\Gamma\neq0$. At $T=0$ the hyperbolic tangent becomes a sign, and
\begin{equation}
\Sigma^{\rm t}(\omega)=\Sigma\bigl(\omega+i0\,{\rm sgn}(\omega-\mu)\bigr)\qquad(T=0).
\end{equation}
The sign change expresses decay in both time directions. In $G^{\rm t}$ an added electron propagates to $t>0$, and $e^{-i(E-i\gamma)t}$ with $\gamma>0$ decays there. A hole propagates to $t<0$, where decay requires $e^{-i(E+i\gamma)t}$. In $G^R$ all propagation is to $t>0$, so no sign change occurs.

How the sign changes depends on $\Gamma$ near $\mu$. At $T>0$ and finite, continuous $\Gamma(\mu)$,
\begin{equation}
{\rm Im}\,\Sigma^{\rm t}(\omega)\simeq-\frac{\pi\Gamma(\mu)}{2T}(\omega-\mu),
\qquad |\omega-\mu|\ll T,
\label{eq:slope}
\end{equation}
provided $\Gamma$ varies little over this interval. It crosses zero although ${\rm Im}\,\Sigma^R(\mu)=-\pi\Gamma(\mu)$ need not vanish. At $T=0$, a continuous nonzero $\Gamma(\mu)$ produces a jump from $+\pi\Gamma(\mu)$ to $-\pi\Gamma(\mu)$. If $\Gamma$ vanishes at $\mu$ the change is continuous, and if it vanishes throughout an interval around $\mu$, ${\rm Im}\,\Sigma^{\rm t}$ is zero there and has opposite signs on the two sides.

Equations (\ref{eq:ret}) and (\ref{eq:ordered}) give ${\rm Im}\,\Sigma^R=\coth[(\omega-\mu)/2T]\,{\rm Im}\,\Sigma^{\rm t}$. Substitution in eq.~(\ref{eq:kkr}) produces the relation for the time-ordered function,
\begin{equation}
{\rm Re}\,\Sigma^{\rm t}(\omega)-\Sigma_\infty=\frac1\pi P\!\int d\omega'\,
\coth\!\left[\frac{\omega'-\mu}{2T}\right]
\frac{{\rm Im}\,\Sigma^{\rm t}(\omega')}{\omega'-\omega}.
\label{eq:kkt}
\end{equation}
The pole of coth at $\mu$ is cancelled by the zero of ${\rm Im}\,\Sigma^{\rm t}$. At $T=0$ coth is replaced by ${\rm sgn}(\omega'-\mu)$. The inverse relation is eq.~(\ref{eq:kki}) multiplied by $\tanh[(\omega-\mu)/2T]$. Omitting the factor coth would replace $\Gamma$ by $\tanh[(\omega'-\mu)/2T]\,\Gamma$ in the dispersion integral. At $T=0$ the contribution from below $\mu$ would then enter with the wrong sign.

For the Matsubara self-energy, eq.~(\ref{eq:spectral}) gives
\begin{equation}
\Sigma(\mu+i\omega_n)-\Sigma_\infty=-\frac1\pi\int d\omega'\,
\frac{{\rm Im}\,\Sigma^R(\omega')}{\mu+i\omega_n-\omega'} .
\label{eq:mats}
\end{equation}
No principal value is needed, since $\omega_n\ne0$. This dispersion integral connects the imaginary axis with the real axis; it is not a relation between the real and imaginary parts at Matsubara points. To see whether such a relation could exist, let $\omega_n$ become a continuous variable $y$, at $T=0$ with $\Gamma$ vanishing at $\mu$. A spectral contribution at $\omega'=\mu+a$ is proportional to
\begin{equation}
\frac{1}{iy-a}=\frac{-i}{y+ia}=\frac{-a-iy}{a^2+y^2}.
\end{equation}
As a function of complex $y$ its pole lies at $-ia$. For $a>0$ it is analytic in the upper half-plane, and the contour argument above applies unchanged. For $a<0$ it is analytic in the lower half-plane, and closing there reverses the sign. Splitting $F(\mu+iy)=F_>(y)+F_<(y)$ into contributions from above and below $\mu$,
\begin{equation}
\frac1\pi P\!\int dy'\frac{{\rm Im}\,F_\gtrless(y')}{y'-y}
=\pm{\rm Re}\,F_\gtrless(y).
\end{equation}
The transform of the total imaginary part is therefore ${\rm Re}\,F_>-{\rm Re}\,F_<$, whereas the real part is ${\rm Re}\,F_>+{\rm Re}\,F_<$. Neither sign of Kramers--Kronig relation holds when both parts contribute. For $\Gamma$ symmetric about $\mu$ the real part even vanishes while the imaginary part does not.

The GW approximation provides a calculation in which $\Gamma$ is explicit. Take a local model with density of states $D(\varepsilon)$ (no longer the matrix $D$ above), normalized to one, and keep only the correlation part $\Sigma_c$, so the static part is omitted. The screened interaction has an odd spectral function $B(\nu)$, and $n(\nu)=1/(e^{\beta\nu}-1)$. In time, $\Sigma=iGW$, with
\begin{align}
G^>(t)&=-i\!\int d\varepsilon\,[1-f(\varepsilon)]D(\varepsilon)e^{-i\varepsilon t},\\
W^>(t)&=-i\!\int d\nu\,[1+n(\nu)]B(\nu)e^{-i\nu t},
\end{align}
while $G^<$ has $+if$ in place of $-i(1-f)$. The symmetry $W^<(t)=W^>(-t)$, followed by $\nu\to-\nu$ and $1+n(-\nu)=-n(\nu)$, replaces $1+n$ by $n$ in $W^<$. Multiplication gives
\begin{align}
\Sigma^>(t)&=-i\!\iint d\varepsilon\,d\nu\,(1-f)(1+n)DB\,e^{-i(\varepsilon+\nu)t},\\
\Sigma^<(t)&=i\!\iint d\varepsilon\,d\nu\,fn\,DB\,e^{-i(\varepsilon+\nu)t}.
\end{align}
The retarded function contains $\Sigma^>-\Sigma^<$, hence the sum $(1-f)(1+n)+fn=1+n-f$, and
\begin{equation}
\Gamma(\omega)=\int d\nu\,B(\nu)\,[1+n(\nu)-f(\omega-\nu)]\,D(\omega-\nu).
\label{eq:gw}
\end{equation}
The required occupation factor in $\Sigma^<$ also follows. With $p=e^{\beta(\varepsilon-\mu)}$ and $q=e^{\beta\nu}$,
\begin{equation}
1+n-f=\frac{q}{q-1}-\frac1{p+1}=\frac{pq+1}{(q-1)(p+1)} .
\end{equation}
Multiplication by $f(\varepsilon+\nu)=1/(pq+1)$ gives $f(\varepsilon)n(\nu)$. Thus $\Sigma^<=2\pi if\Gamma$ holds in this approximation too.

Suppose $B\simeq\lambda\nu$ at small $\nu$, as for low-energy electron--hole pairs, and $D$ is smooth at $\mu$. With $x=\omega-\mu$, the leading low-energy form is $\Gamma\simeq\lambda D(\mu)g(x)$, where
\begin{equation}
g(x)=\int_{-\infty}^{\infty}d\nu\,\nu\left[\frac1{e^{\beta\nu}-1}+\frac1{e^{\beta(\nu-x)}+1}\right].
\end{equation}
The derivative with respect to $x$ turns the second term into a normalized peak, symmetric about $\nu=x$, so $g'(x)=x$. At $x=0$ the bracket is $1/\sinh(\beta\nu)$. Since $\int_0^\infty ds\,s/\sinh s=2\sum_{k\ge0}(2k+1)^{-2}=\pi^2/4$, $g(0)=\pi^2T^2/2$. Therefore
\begin{equation}
\Gamma(\omega)\simeq\frac{\lambda D(\mu)}2\left[(\omega-\mu)^2+\pi^2T^2\right],
\label{eq:fl}
\end{equation}
when $|\omega-\mu|$ and $T$ are small compared with the energy scales of $B$ and $D$. At $T=0$ the imaginary part of $\Sigma^{\rm t}$ then changes sign with a quadratic zero on each side.

For numbers, choose $B=\lambda\nu e^{-(\nu/w)^2}$ with $\lambda=0.5$ and $w=0.6$ Ry, and a Gaussian $D$ centred at zero with standard deviation $0.4$ Ry. Let $\mu=-0.2$ Ry and $T=0.02$ Ry, or about $3160$ K. Then $D(\mu)=0.880$ Ry$^{-1}$, and eq.~(\ref{eq:fl}) estimates
\begin{equation}
\Gamma(\mu)\simeq\frac{0.5\times0.880}{2}\,\pi^2(0.02)^2=0.00087\ {\rm Ry}.
\end{equation}
The full integral (\ref{eq:gw}) gives $0.00086$ Ry. The slope from eq.~(\ref{eq:slope}) is $-\pi(0.00086)/0.04=-0.068$, in agreement with the slope found from the time-ordered product $iGW$.

At $\omega=\mu+0.3$ Ry, $\Gamma=0.01967$ Ry, so ${\rm Im}\,\Sigma^R=-\pi\Gamma=-0.0618$ Ry. Here $\tanh(0.3/0.04)=\tanh7.5$ is one to the digits shown, and ${\rm Im}\,\Sigma^{\rm t}=-0.0618$ Ry ($-0.841$ eV). At $\mu-0.3$ Ry, $\Gamma=0.01525$ Ry; the retarded value is $-0.0479$ Ry but the time-ordered value is $+0.0479$ Ry ($+0.652$ eV). The magnitudes differ because $D$ is not symmetric about $\mu$.

The real part at $\mu+0.3$ Ry is $-0.1100$ Ry. Both eq.~(\ref{eq:kkr}) and eq.~(\ref{eq:kkt}) reproduce it, whereas the plain relation applied to ${\rm Im}\,\Sigma^{\rm t}$ gives $-0.1680$ Ry. At $\mu-0.3$ Ry the correct value is $0.0156$ Ry and the plain relation gives $-0.1296$ Ry, which has even the wrong sign. Using sgn instead of coth at this nonzero temperature leaves a largest absolute error of $0.0012$ Ry on the energy grid.

The distinction between $\Sigma^{\rm t}$ and the scalar expression $\omega-h-(G^{\rm t})^{-1}$ is also visible. For one level write $(G^R)^{-1}=\alpha+i\pi\Gamma$ with real $\alpha$, and $\vartheta=\tanh[(\omega-\mu)/2T]$. Then $G^{\rm t}=(1-f)G^R+fG^A=(\alpha-i\pi\Gamma\vartheta)/(\alpha^2+\pi^2\Gamma^2)$, whereas $\omega-h-\Sigma^{\rm t}=\alpha+i\pi\Gamma\vartheta$. The two expressions therefore differ in magnitude by $\pi^2\Gamma^2(1-\vartheta^2)/\sqrt{\alpha^2+\pi^2\Gamma^2\vartheta^2}$. At the quasiparticle peak, where $\alpha=0$, this is $\pi\Gamma(1-\vartheta^2)/|\vartheta|$, which grows without bound as the peak approaches $\mu$. With the peak placed at $\mu+0.012$ Ry and $T=0.02$ Ry, the largest difference on the energy grid is $0.009$ Ry, while the matrix equation (\ref{eq:contour}) returns $\Sigma^{\rm t}$. At $T=0$ the scalar expression is correct, because $G^{\rm t}$ and $\Sigma^{\rm t}$ are then boundary values of $G(z)$ and $\Sigma(z)$ on the same side of the axis.

For the Matsubara function, put $\tau=it$ in $\Sigma^>=iG^>W^>$. Then $W^>=iW(\tau)$, while $G^>=ie^{-\mu\tau}G(\tau)$ and $\Sigma^>=ie^{-\mu\tau}\Sigma(\tau)$, because real time evolves with $H$ and imaginary time with $K$. The factor $e^{-\mu\tau}$ cancels between the two sides, so $\Sigma(\tau)=-G(\tau)W(\tau)$. Fourier transformation, with $W$ even in $\nu_m=2\pi mT$, gives
\begin{equation}
\Sigma_c(\mu+i\omega_n)=-T\sum_mG(\mu+i\omega_n+i\nu_m)W(i\nu_m).
\end{equation}
At $\omega_0=\pi T=0.0628$ Ry this sum gives $-0.03857-0.01857i$ Ry, and eq.~(\ref{eq:mats}) gives the same value from ${\rm Im}\,\Sigma^R$. Along the continuous imaginary axis at $T=0$ and $y=0.3$ Ry, the real parts from above and below $\mu$ are $-0.0647$ and $+0.0321$ Ry. Their sum is $-0.0326$ Ry, but the transform of the total imaginary part is $-0.0647-0.0321=-0.0968$ Ry. The numerical check compares these relations with the time-domain products and the boson sum, and tests the spectral form (\ref{eq:spectral}) on a diagonalized three-orbital system.

\section*{Computed values}
\begin{verbatim}
Three-orbital system: kT, mu = 0.25 0.4 Ry
  max error, pole form vs Dyson: 1.5e-13 Ry
  max error, static part vs HF form: 8.4e-15 Ry
GW model: mu, kT = -0.2 0.02 Ry
  DOS center, std. deviation = 0.0 0.4 Ry
  lambda = 0.5 (no unit); w = 0.6 Ry
  temperature: 3158 K
D(mu): 0.880163 1/Ry
Integral of Gamma: 0.090655 Ry^2
Integral of B(1+2n), v>0: 0.090655 Ry^2
At w = mu+0.3 Ry, finite T:
  Gamma: 0.019671 Ry
  Re Sigma_c: -0.109989 Ry
  Im Sigma retarded: -0.061800 Ry
  Im Sigma time-ordered: -0.061799 Ry
  Re from retarded KK: -0.109989 Ry
  Re from coth KK, time-ordered: -0.109989 Ry
  Re from plain KK, time-ordered (wrong): -0.167996 Ry
  T=0: Re -0.111325, Im ordered -0.059726, sgn KK -0.111325 Ry
At w = mu-0.3 Ry, finite T:
  Gamma: 0.015253 Ry
  Re Sigma_c: 0.015644 Ry
  Im Sigma retarded: -0.047918 Ry
  Im Sigma time-ordered: 0.047918 Ry
  Re from retarded KK: 0.015644 Ry
  Re from coth KK, time-ordered: 0.015644 Ry
  Re from plain KK, time-ordered (wrong): -0.129603 Ry
  T=0: Re 0.017391, Im ordered 0.046366, sgn KK 0.017391 Ry
Im retarded at mu+0.3 from inverse KK: -0.061800 Ry
Im time-ordered at mu+0.3, mu-0.3: -0.8408, 0.6520 eV
Max KK errors: retarded 3.1e-07, coth 3.1e-07, sgn at T=0 1.5e-06 Ry
Max KK errors at finite T: plain 1.5e-01, sgn 1.2e-03 Ry
Gamma(mu), finite T: 0.000860 Ry
Slope of Im time-ordered at mu: -0.06756, formula -0.06755 (no unit)
Gamma / quadratic law, T=0, x=+-0.005 Ry: 1.0020, 0.9979
Gamma(mu) / thermal law, kT=0.002 Ry: 0.9999
Sigma_T error: matrix inverse 1.0e-15, scalar inverse 8.8e-03 Ry
Matsubara w_n=0.06283 Ry: sum -0.038570-0.018571j, from Gamma -0.038570-0.018571j Ry
Matsubara w_n=0.18850 Ry: sum -0.035925-0.039039j, from Gamma -0.035925-0.039039j Ry
Matsubara w_n=0.31416 Ry: sum -0.032359-0.049882j, from Gamma -0.032359-0.049882j Ry
Imaginary axis, T=0, y = 0.3 Ry:
  part above mu: Re -0.064704, KK -0.064704 Ry
  part below mu: Re 0.032092, KK -0.032092 Ry
  sum: Re -0.032612, KK -0.096795 Ry
\end{verbatim}
